# The surface charge that cancels the field inside a polar slab, part 3

A polar slab of rigid ionic planes needs extra surface charge to cancel its macroscopic field. Units are atomic ($e=4\pi\varepsilon_0=1$); with charges in $e$ and lengths in Å, $k_e=14.3996$ eV Å gives volts or eV. The $2N$ planes, numbered $j$ from the bottom, have charge per area $\sigma_j=(-1)^j\sigma$, with $\sigma=Z/A$ for one ion $\pm Z$ per cell area $A$. The outermost gaps are $R_1$, the kind that was cut is $R_2$, $d=R_1+R_2$, and the thickness is $L=Nd-R_2$:

$$z_{2k} = kd, \qquad z_{2k+1} = kd + R_1, \qquad k = 0, \dots, N-1. \tag{1}$$

A plane of charges $q$ at lateral positions $\mathbf R+\mathbf s$, with reciprocal vectors $\mathbf G$, has density and potential

$$\rho(\mathbf r, z) = \frac{q}{A}\,\delta(z - z_j)\sum_{\mathbf G} e^{i\mathbf G\cdot(\mathbf r - \mathbf s)}. \tag{3}$$

$$V(\mathbf r, z) = -2\pi\sigma_j|z - z_j| + \sum_{\mathbf G\neq 0}\frac{2\pi\sigma_j}{G}\,e^{-G|z - z_j|}\,e^{i\mathbf G\cdot(\mathbf r - \mathbf s)}, \tag{5}$$

up to a constant. Extra charges $-\sigma'$ on the bottom plane and $+\sigma'$ on the top cancel the mean field at

$$\sigma' = \sigma_c = f\sigma, \qquad f = \frac{R_1}{R_1 + R_2}. \tag{12}$$

For neutral repeat units of dipole per area $p$, the extra bottom charge is

$$q_b = \frac{p}{d}. \tag{13}$$

At $\sigma_c$ a potential step remains, and the field energy per area $W$ is lower than in the bare slab:

$$V_{\rm top} - V_{\rm bottom} = -4\pi\sigma\frac{R_1R_2}{d}. \tag{16}$$

$$W(0) - W(\sigma_c) = 2\pi\sigma^2 NR_1\left(1 - \frac{R_2}{d}\right) + \frac{2\pi\sigma^2R_1^2R_2}{d^2} = N\,\frac{2\pi\sigma^2R_1^2}{d} + \frac{2\pi\sigma^2R_1^2R_2}{d^2}. \tag{20}$$

Moving electrons from top to bottom at cost $E_g$ each, with permittivity $\varepsilon$, gives

$$\sigma' = \max\left(0,\ \frac{N\sigma R_1 - \varepsilon E_g/4\pi}{L}\right) = \max\left(0,\ \sigma\,\frac{(N - N_c)R_1}{L}\right), \qquad N_c = \frac{E_g}{4\pi\sigma R_1/\varepsilon}. \tag{22}$$

and, above threshold,

$$\sigma' - \sigma_c = \frac{1}{L}\left(\frac{\sigma R_1R_2}{d} - \frac{\varepsilon E_g}{4\pi}\right) = \frac{\sigma R_1}{L}\left(\frac{R_2}{d} - N_c\right). \tag{23}$$

The gap of the model is $E_g-4\pi\sigma R_1R_2/(\varepsilon d)$.

For rocksalt (111) $f=1/2$, for zincblende (111) $1/4$, for wurtzite (0001) $1-2u$. In wurtzite, with lattice constants $a$ and $c$, the axial bond $uc$ spans $R_2$ and three basal bonds span $R_1$; ideally $u=3/8$, $c/a=\sqrt{8/3}$. The other cut has $1-f$.

## Which charge is $\sigma$

In a partly covalent crystal the charge found near an ion is smaller than the formal charge $Z$, and one has to decide which of the two enters $\sigma_c$. A bond-transfer model settles it within its own terms. Each cation–anion bond returns a charge $\delta$, so an ion with $n$ bonds has a charge of magnitude $Z - n\delta$. Interior ions have $n_b$ bonds and surface ions, having lost those across the cut, $n_s$. Every bond changes its two ends by opposite amounts, so the slab stays neutral.

Work with charges per cell. The interior planes carry $\pm(Z - n_b\delta)$, so (12) applies with that charge in place of $Z$: the field vanishes when the outer plane carries $(1-f)(Z - n_b\delta)$. Before anything is added it carries $Z - n_s\delta$. The charge $x$ by which an outside agent (vacancies, adsorbates, carriers across the gap) must still lower the total charge of this surface is the difference,

$$x = (Z - n_s\delta) - (1-f)(Z - n_b\delta) = fZ + \delta\,[\,n_b(1-f) - n_s\,]. \tag{26}$$

For vacancies the total includes the neighbouring plane. Removing a surface ion takes away $Z - n_s\delta$, and each of its $n_s$ neighbours, having lost a bond, becomes more negative by $\delta$. A vacancy therefore counts as the formal charge $Z$, and the fraction of ions to remove is $x/Z$.

The bracket in (26) has a direct meaning. With $1 - f = R_2/d$ and $n_s = n_s(R_1+R_2)/d$, it equals $[(n_b - n_s)R_2 - n_sR_1]/d$. A surface ion keeps the $n_s$ bonds across the $R_1$ gap and loses the $n_b - n_s$ bonds across the $R_2$ gap. Each bond is a small dipole, $+\delta$ on the anion and $-\delta$ on the cation. Across an $R_1$ gap the anion is above and the dipole is $+\delta R_1$, and across an $R_2$ gap it is below and the dipole is $-\delta R_2$. The bracket is thus minus the net bond dipole per cell and period, divided by $\delta d$. When the bond vectors of an ion sum to zero it vanishes:

- rocksalt, $n_b = 6$, $n_s = 3$: $6\cdot\tfrac12 - 3 = 0$, so $x = Z/2$;
- zincblende and ideal wurtzite, $n_b = 4$, $n_s = 3$: $4\cdot\tfrac34 - 3 = 0$, so $x = Z/4$;
- ideal wurtzite, other cut, $n_s = 1$: $4\cdot\tfrac14 - 1 = 0$, so $x = 3Z/4$;
- general wurtzite, $1 - f = 2u$: $x = Z(1 - 2u) + \delta(8u - 3)$.

In the first three cases the charge to be supplied is $f$ times the formal charge, for any $\delta$. Covalency weakens the interior planes, but the surface ion, with fewer bonds, is left more ionic than the interior ones, and the two effects cancel in $x$. The product $f(Z - n_b\delta)$ is also a correct quantity with a different meaning: it is the amount by which the compensated outer plane falls short of an interior plane. Used as the external charge it undercompensates. With $Z = 2$ and $\delta = 0.2$ the program counts the bonds from interatomic distances, finds $x$ from the Coulomb sums and asserts the four formulas:

| structure | $f$ | $x$ ($e$/cell) | $f(Z - n_b\delta)$ ($e$/cell) |
|---|---|---|---|
| rocksalt | 0.5000 | 1.0000 | 0.4000 |
| zincblende | 0.2500 | 0.5000 | 0.3000 |
| wurtzite, ideal | 0.2500 | 0.5000 | 0.3000 |
| wurtzite, other cut | 0.7500 | 1.5000 | 0.9000 |
| wurtzite, $u = 0.40$ | 0.2000 | 0.4400 | 0.2400 |

The last row is $2(1 - 0.8) + 0.2(3.2 - 3) = 0.40 + 0.04 = 0.44$. With one $\delta$ for all bonds the electronic term moves $x$ from the point-ion value $fZ = 0.40$ toward the ideal 0.50. That direction rests on the equal $\delta$. At $u = 0.40$ the axial bond ($0.653a$) is longer than the basal ones ($0.600a$), and $x = Z(1-2u) + 2u\,\delta_{\rm ax} - 3(1-2u)\,\delta_{\rm bas}$. If $\delta$ equals 0.2 at the ideal bond length and falls as $r^{-2}$ this gives 0.416, and if it falls as $r^{-4}$ it gives 0.393, below the point-ion value.

The model gives every bond the same $\delta$. In rocksalt and zincblende all bonds are equivalent by symmetry and this is no restriction. In wurtzite the axial and basal bonds are inequivalent even at $u = 3/8$. With separate transfers the bond-dipole term becomes $[\delta_{\rm ax}R_2 - 3\delta_{\rm bas}R_1]/d$, and at the ideal geometry $x = Z/4 + \tfrac34(\delta_{\rm ax} - \delta_{\rm bas})$, a form the program does not test. One quarter is therefore protected by symmetry in zincblende and is a reference value in wurtzite.

The same conclusion can be stated without the bond model if one accepts a result that is not derived here, namely that in an insulator the dipole $p$ of (13) is obtained by placing a charge $-e$ at the centre of each occupied Wannier function. Suppose the valence Wannier functions group around the anions in sets that respect the site symmetry. Each set with its core then has the formal charge. Its centroid is a vector that the site symmetry must leave unchanged. The octahedral site of rocksalt and the tetrahedral site of zincblende admit no such vector except zero, so the centroid lies on the nucleus and formal charges on nuclear planes give $p$ exactly. The site in wurtzite has a threefold axis along $c$ and allows a displacement along it.

## Checking the result with point ions in three dimensions

The sheet potential can be bypassed by summing $q/r$ over actual ion positions. The lattice sum over one plane diverges and the sum over a neutral slab converges slowly, so each term is weighted by a Gaussian window $e^{-r^2/\lambda^2}$ in the lateral distance $r$ from the ion where the potential is wanted (the program calls the radius `RHO`):

$$V_i(\lambda) = \sum_j q_j\,K_{ij}(\lambda), \qquad K_{ij}(\lambda) = \sum_{\mathbf R}{}'\,\frac{e^{-r^2/\lambda^2}}{\sqrt{r^2 + h^2}}, \quad r = |\mathbf R + \mathbf s_j - \mathbf s_i|, \quad h = z_j - z_i, \tag{27}$$

where the prime omits the ion itself. The dependence on $\lambda$ follows from writing the lattice as the Fourier series (3). The $\mathbf G = 0$ term replaces the sum by $A^{-1}\int 2\pi r\,dr$. Substituting $t = \sqrt{r^2+h^2}$, so that $r\,dr = t\,dt$ and $r^2 = t^2 - h^2$,

$$\frac{2\pi}{A}\,e^{h^2/\lambda^2}\int_{|h|}^\infty e^{-t^2/\lambda^2}dt = \frac{\pi^{3/2}\lambda}{A}\,e^{y^2}\operatorname{erfc}y, \qquad y = \frac{|h|}{\lambda}.$$

With $\operatorname{erfc}y = 1 - 2y/\sqrt\pi + O(y^3)$ and $e^{y^2} = 1 + y^2 + O(y^4)$, the product is $1 - 2y/\sqrt\pi + y^2 + O(y^3)$, and the term becomes

$$\frac{\pi^{3/2}\lambda}{A} - \frac{2\pi|h|}{A} + \frac{\pi^{3/2}h^2}{A\lambda} + O(\lambda^{-2}). \tag{28}$$

The first piece is the same for all planes and cancels when $\sum_jq_j = 0$. The second is the sheet potential of (5), recovered as the limit of the direct sum. The rest is a power series in $1/\lambda$. For $\mathbf G\neq0$, multiplying by the window convolves the transform $2\pi e^{-G|h|}/G$ with a normalized Gaussian proportional to $e^{-k^2\lambda^2/4}$. The transform is smooth near such a $\mathbf G$, the odd moments of the Gaussian vanish, and a Taylor expansion gives corrections in powers of $1/\lambda^2$. The ion's own plane is covered by subtracting the self term $1/|h|$ and letting $h\to0$. For a neutral slab $V_i(\lambda)$ is therefore a constant plus an expansion in powers of $1/\lambda$.

The extrapolation uses five radii $\lambda_m$, all several times the slab thickness or more. Weights $w_m$ are chosen with $\sum_m w_m = 1$ and $\sum_mw_m\lambda_m^{-k} = 0$ for $k = 1,\dots,4$, so that $\sum_mw_mV_i(\lambda_m)$ is free of the first four powers. The weights are applied to the kernels $K_{ij}$ once. The resulting row gives the potential for any neutral set of charges, and it is meaningless for a charged set, because the first piece of (28) then survives. A smooth window is needed because the argument above relies on the narrow Gaussian transform of the window.

The slope is read from two like ions in adjacent bilayers near the middle of a slab of six bilayers. In rocksalt and zincblende they are related by a lattice translation. In wurtzite they are related by a half turn about a normal axis, which exchanges $(\tfrac13,\tfrac23)$ with $(\tfrac23,\tfrac13)$ and maps the hexagonal lattice onto itself, combined with a shift by $c/2$. The harmonics of (5) thus contribute equally at the two sites, except for terms from the surfaces two bilayers away, which carry the decay factor $e^{-2\times 5.924}$. The potential difference $\Delta$ is linear in the charge moved, so two evaluations give the root: $x = -\Delta[\mathbf q]/\Delta[\mathbf m]$, where $\mathbf q$ holds the plane charges and $\mathbf m$ moves a unit charge between the outer planes. For all five structures the program asserts that the bare difference equals $4\pi\sigma R_1$ in size and sign to $10^{-4}$ of its value, and that $f$ equals both $R_1/d$ and the closed forms above to $10^{-4}$ absolute.

One more test shows that the compensated interior is the bulk crystal. At $f = 1/2$ the sheet part of the potential is periodic and, away from the surfaces, the harmonics are those of the infinite crystal up to exponentially small terms. Apart from these terms, the potential deep inside solves the bulk Poisson problem with no slope and equals the periodic bulk potential up to a constant. In the bulk the potential at a cation site is $-\alpha Z/r_0$ and at an anion site $+\alpha Z/r_0$, with $r_0 = a/2$ and $\alpha$ the Madelung constant. The difference between neighbouring interior sites, times $r_0/2Z$, must be $\alpha$. The slab gives 1.7476. Benson's series, $\alpha = 12\pi\sum_{m,n}\operatorname{sech}^2\!\big(\tfrac\pi2\sqrt{m^2+n^2}\big)$ over positive odd $m$ and $n$, taken as a known independent expression, gives 1.7476.

## Worked example

The parameters are round model values and describe no particular compound: $Z = 2$, a rocksalt crystal with $a = 4.0$ Å, an ideal wurtzite crystal with $a = 3.0$ Å, $\varepsilon = 10$ and $E_g = 4.0$ eV. Four or five digits are kept so that an implementation can be compared with the output, and they say nothing about the accuracy of the model. The recurring factor is $4\pi k_e = 4\pi\times14.3996 = 180.95$ eV Å, and $2\pi k_e = 90.48$ eV Å.

### Rocksalt (111)

The cell area is $A = \sqrt3\times4.0^2/4 = 6.9282$ Å$^2$ and $\sigma = 2/6.9282 = 0.2887\ e/\text{Å}^2$. The gaps are $R_1 = R_2 = 4.0/(2\sqrt3) = 1.1547$ Å, and $d = 2.3094$ Å. In closed form $\sigma R_1 = [4Z/(\sqrt3a^2)]\,[a/(2\sqrt3)] = 2Z/(3a) = 1/3\ e/\text{Å}$. The bare drop is $180.95/3 = 60.32$ V per bilayer, the number at the head of this appendix, and the mean field is $60.32/2.3094 = 26.12$ V/Å.

The compensating charge is $\sigma_c = 0.5\times0.2887 = 0.1443\ e/\text{Å}^2 = 2.313$ C/m$^2$. Multiplied by $A$ it is 1.000 $e$ per cell, and the outer plane keeps $0.1443\ e/\text{Å}^2$. The residual step (16) is the bare drop times $-(1-f)$, $-0.5\times60.32 = -30.16$ V. The excess energy (20) grows by $90.48\times(1/3)^2/2.3094 = 4.353$ eV/Å$^2$ per bilayer. The bare drop, the residual step and the excess energy are unscreened values. With $\varepsilon = 10$ the drop is 6.032 V per bilayer, so $N_c = 4.0/6.032 = 0.66$ and in the model charge is transferred already in a single bilayer. The gap of the model is here only $4.0 - 3.016 = 0.98$ eV.

### Wurtzite (0001)

Here $A = \sqrt3\times3.0^2/2 = 7.7942$ Å$^2$, $\sigma = 2/7.7942 = 0.2566\ e/\text{Å}^2$ and $c = 1.632993\times3.0 = 4.8990$ Å. The gaps are $R_1 = c/8 = 0.6124$ Å and $R_2 = 3c/8 = 1.8371$ Å, with $d = 2.4495$ Å. The product $\sigma R_1 = 0.2566\times0.6124 = 0.1571\ e/\text{Å}$ gives a bare drop of $180.95\times0.1571 = 28.43$ V per bilayer and a mean field of $28.43/2.4495 = 11.61$ V/Å.

The compensating charge is $\sigma_c = 0.25\times0.2566 = 0.0642\ e/\text{Å}^2 = 1.028$ C/m$^2$, or 0.500 $e$ per cell, and the outer plane keeps $0.75\times0.2566 = 0.1925\ e/\text{Å}^2$. Over a $2\times2$ cell the extra charge is $4\times0.500 = 2\,e$, one ion. The residual step is $-0.75\times28.43 = -21.3$ V, printed as $-21.33$ V. Its sign refers to the orientation of (1), with the cation face at the bottom, so the potential is lower outside the anion face. The excess energy grows by $90.48\times0.1571^2/2.4495 = 0.912$ eV/Å$^2$ per bilayer.

With $\varepsilon = 10$ the drop is 2.843 V per bilayer and $N_c = 4.0/2.843 = 1.407$. Since $R_2 = 3R_1$, the thickness is $L = [N + 3(N-1)]R_1 = (4N-3)R_1$, and (22) becomes $\sigma'/\sigma = (N - 1.407)/(4N-3)$ for $N > N_c$, or $N/(4N-3)$ when $E_g = 0$. For $N = 2$ these are $0.593/5 = 0.1186$ and $2/5$, and for $N = 5$ they are $3.593/17 = 0.2114$ and $5/17 = 0.2941$. The numerical minimization gives:

| $N$ | $\sigma'/\sigma$, $E_g = 4.0$ eV | $\sigma'/\sigma$, $E_g = 0$ |
|---|---|---|
| 1 | 0.0000 | 1.0000 |
| 2 | 0.1186 | 0.4000 |
| 5 | 0.2114 | 0.2941 |
| 20 | 0.2415 | 0.2597 |
| 100 | 0.2483 | 0.2519 |

A single bilayer stays uncompensated when $E_g$ is 4.0 eV (a gap of the model of $4.0 - 2.133 = 1.87$ eV), because a drop of 2.843 V does not pay that cost. With no cost the same bilayer is discharged completely, since for $N = 1$ the thickness is $L = R_1$ and zero dipole means neutral planes. The two columns close in on 0.25 from opposite sides, as (23) requires. For $E_g = 0$ the bracket $R_2/d - N_c$ is $+0.75$, and for $E_g = 4.0$ eV it is $0.75 - 1.407 = -0.657$. At $N = 100$, where $L = 397R_1$, the predicted offsets in $\sigma'/\sigma$ are $0.75/397 = 0.0019$ and $-0.657/397 = -0.0017$, matching 0.2519 and 0.2483. At $N = 5$ the transferred charge in this model lies $0.25 - 0.2114 = 0.0386$ of $\sigma$ below the limit, about 15 percent of $\sigma_c$. A value of $f$ taken from a self-compensating slab of that thickness has to be extrapolated in $1/L$ before it is compared with (12).

## Computed values

```
symbolic f = R1/(R1 + R2)
u for equal bond lengths = 0.375000, c/a = 1.632993
Z = 2 e, delta = 0.2 e per bond; point-ion sums, 6 bilayers
rocksalt: f = 0.5000, bonds surface/bulk = 3/6
  external x = 1.0000 e/cell, f*(Z - n delta) = 0.4000 e/cell
zincblende: f = 0.2500, bonds surface/bulk = 3/4
  external x = 0.5000 e/cell, f*(Z - n delta) = 0.3000 e/cell
wurtzite ideal: f = 0.2500, bonds surface/bulk = 3/4
  external x = 0.5000 e/cell, f*(Z - n delta) = 0.3000 e/cell
wurtzite other cut: f = 0.7500, bonds surface/bulk = 1/4
  external x = 1.5000 e/cell, f*(Z - n delta) = 0.9000 e/cell
wurtzite u=0.40: f = 0.2000, bonds surface/bulk = 3/4
  external x = 0.4400 e/cell, f*(Z - n delta) = 0.2400 e/cell
G*d per bilayer = 5.924 (dimensionless)
Madelung: slab 1.7476, Benson series 1.7476
rocksalt: a = 4.0 A, area = 6.9282 A^2, sigma = 0.2887 e/A^2
  R1 = 1.1547 A, R2 = 1.1547 A, d = 2.3094 A
  bare drop = 60.32 V/bilayer, mean field = 26.12 V/A
  f (spread charge) = 0.500000
  sigma_c = 0.1443 e/A^2 = 2.313 C/m^2
  sigma_c*area = 1.000 e/cell, outer plane 0.1443 e/A^2
  residual step = -30.16 V
  excess energy growth = 4.3530 eV/A^2 per bilayer
  drop at eps = 10: 6.032 V/bilayer
  field/bare: octopolar 0.0000, quarter removed 0.5000
wurtzite: a = 3.0 A, area = 7.7942 A^2, sigma = 0.2566 e/A^2
  R1 = 0.6124 A, R2 = 1.8371 A, d = 2.4495 A
  bare drop = 28.43 V/bilayer, mean field = 11.61 V/A
  f (spread charge) = 0.250000
  sigma_c = 0.0642 e/A^2 = 1.028 C/m^2
  sigma_c*area = 0.500 e/cell, outer plane 0.1925 e/A^2
  residual step = -21.33 V
  excess energy growth = 0.9120 eV/A^2 per bilayer
  drop at eps = 10: 2.843 V/bilayer
  c = 4.8990 A; transfer with Eg = 4.0 eV, eps = 10
  N = 1: sigma'/sigma = 0.0000 (Eg = 0: 1.0000)
  N = 2: sigma'/sigma = 0.1186 (Eg = 0: 0.4000)
  N = 5: sigma'/sigma = 0.2114 (Eg = 0: 0.2941)
  N = 20: sigma'/sigma = 0.2415 (Eg = 0: 0.2597)
  N = 100: sigma'/sigma = 0.2483 (Eg = 0: 0.2519)
e^2/(4 pi eps0) = 14.3996 eV A
```
